\section*{The Yamaguchi exchange coupling: when it holds and what it estimates, part 2}

The exchange coupling $J$ between two magnetic centres is estimated from two single-determinant energies: $E_{\rm HS}$ of $\Psi_{\rm HS}$, with all unpaired spins parallel, and $E_{\rm BS}$ of the broken-symmetry $\Psi_{\rm BS}$, with the spins of one centre reversed. The question is by what number to divide $\Delta E=E_{\rm BS}-E_{\rm HS}$. For spins $S_A\ge S_B>0$,
\begin{equation}
\hat H_{\rm spin}=-\frac{2J}{\hbar^2}\,\hat{\mathbf S}_A\cdot\hat{\mathbf S}_B ,
\label{eq:heis}
\end{equation}
so $J<0$ is antiferromagnetic. The total spin $S$ runs from $S_{\min}=S_A-S_B$ to $S_{\max}=S_A+S_B$. For a normalized state $\sigma=\langle\hat S^2\rangle/\hbar^2$ (printed as `sig` in the program output), with $\sigma_{\min}=S_{\min}(S_{\min}+1)$ and $\sigma_{\max}=S_{\max}(S_{\max}+1)$. Energies are in attojoules (aJ), lengths in picometres. The Yamaguchi, weak-overlap and strong-overlap estimates are
\begin{align}
J_{\rm Y}&=\frac{\Delta E}{D},\qquad D=\sigma_{\rm HS}-\sigma_{\rm BS},\label{eq:JY}\\
J_{\rm weak}&=\frac{\Delta E}{4S_AS_B},\qquad
J_{\rm strong}=\frac{\Delta E}{2S_B(2S_A+1)} .\label{eq:limits}
\end{align}
The projected low-spin energy is
\begin{equation}
E_{\rm AP}=\alpha E_{\rm BS}-\beta E_{\rm HS},\qquad
\alpha=\frac{\sigma_{\max}-\sigma_{\min}}{D},\qquad \beta=\alpha-1.
\label{eq:AP}
\end{equation}

Assumptions and result cited below:

A2. $\Psi_{\rm HS}$ is a pure spin state, $\sigma_{\rm HS}=\sigma_{\max}$.

A3. (Two states.) $\Psi_{\rm BS}=\sqrt{1-w}\,\Phi_{\rm LS}+\sqrt{w}\,\Phi_{\rm HS}$ with $0\le w<1$, where $\Phi_{\rm LS}$ and $\Phi_{\rm HS}$ are normalized, have spins $S_{\min}$ and $S_{\max}$, and $\langle\Phi_{\rm HS}|\hat H|\Phi_{\rm HS}\rangle=E_{\rm HS}$.

A4. (Closed core.) $n_c$ of the singular values of $T_{\rm BS}$ equal one. The remaining $2S_B$ are called $s_1,\dots,s_{2S_B}$. Here $2n_c$ electrons are nominally paired, and $T_{\rm BS}$ holds the spatial overlaps between the $\alpha$ and $\beta$ orbitals of $\Psi_{\rm BS}$.

Lemma 2. For $\hat H$ without spin operators, if $\Psi=\sum_S\sqrt{w_S}\,\Phi_S$ with normalized $\Phi_S$ of spin $S$, then $\sum_Sw_S=1$, $\langle\hat H\rangle=\sum_Sw_SE_S$ and $\sigma=\sum_Sw_SS(S+1)$, where $E_S=\langle\Phi_S|\hat H|\Phi_S\rangle$.

The closing list of computed values also includes earlier checks. One is the model $\hat H=-2J\hat x+j\hat x^2$ with $\hat x=\hat{\mathbf S}_A\cdot\hat{\mathbf S}_B/\hbar^2$ and $S_A=S_B=1$, where E0, E1, E2 are the energies for $S=0,1,2$. The others are determinants with $S_A=\tfrac32$, $S_B=1$ and $s=(s_1,s_2)$, and two distant nitrogen atoms.

\section{Two electrons}

For $S_A=S_B=\tfrac12$ and $n_c=0$, A2 and A4 hold automatically and the effect of the energy condition in A3 can be written in closed form.

\paragraph{Proposition 1.} Let $\Psi_{\rm BS}=|a\alpha\,b\beta|$ with real orbitals and $s=\langle a|b\rangle\ge0$. Let $E_S[ab]$ and $E_T[ab]$ be the energies of its singlet and triplet components, and let $E_{\rm HS}$ be the lowest energy of any determinant with two $\alpha$ electrons. Then (a) $w=(1-s^2)/2$, $\sigma_{\rm BS}=1-s^2$, $D=1+s^2$; (b)
\begin{equation}
E_{\rm AP}-E_S[ab]=\beta\,\bigl(E_T[ab]-E_{\rm HS}\bigr)\ge0 ,
\label{eq:resid}
\end{equation}
with equality in a basis of two orbitals; (c) $E_{\rm AP}\ge E_S[ab]\ge E_S^{\rm FCI}$, the last being the lowest exact singlet energy in the basis; (d) the natural occupations of $\Psi_{\rm BS}$ are $1\pm s$, and the smaller natural occupation of the normalized singlet component is
\begin{equation}
y=\frac{(1-s)^2}{1+s^2}=1-\frac{2s}{1+s^2}.
\end{equation}

\emph{Proof.} With electron 1 taken as $\alpha$ and electron 2 as $\beta$, a state with $M_S=0$ is fixed by a spatial function of two positions, here $a(1)b(2)$. Antisymmetry of the full wave function pairs the symmetric spatial part with the antisymmetric singlet spin function and the antisymmetric spatial part with the triplet. For $s<1$ define the orthonormal orbitals $g=(a+b)/\sqrt{2(1+s)}$ and $u=(a-b)/\sqrt{2(1-s)}$, so that $a=cg+du$ and $b=cg-du$ with $c^2=(1+s)/2$ and $d^2=(1-s)/2$. Multiplying out,
\begin{equation}
a(1)b(2)=\bigl[c^2g(1)g(2)-d^2u(1)u(2)\bigr]+cd\,\bigl[u(1)g(2)-g(1)u(2)\bigr].
\label{eq:gu}
\end{equation}
The first bracket is symmetric with squared norm $c^4+d^4=(1+s^2)/2$. The second term is antisymmetric with squared norm $2c^2d^2=(1-s^2)/2=w$. Lemma 2 gives $\sigma_{\rm BS}=2w$, and (a) follows. For (b), use $E_{\rm BS}=(1-w)E_S[ab]+wE_T[ab]$ with $\alpha=2/D=1/(1-w)$ and $\beta=w/(1-w)$:
\begin{equation}
E_{\rm AP}=\frac{(1-w)E_S[ab]+wE_T[ab]-wE_{\rm HS}}{1-w}=E_S[ab]+\beta\,(E_T[ab]-E_{\rm HS}).
\end{equation}
The triplet component has the spatial function of the determinant $|g\alpha\,u\alpha|$ and hence its energy, which cannot lie below the minimum $E_{\rm HS}$. In a two-orbital basis only one such determinant exists, so the two energies are equal. For $s=1$, $\beta=0$ and $E_{\rm AP}=E_{\rm BS}=E_S[ab]$. Statement (c) adds the variational principle within the singlet space. For (d), the one-particle density matrix is $|a\rangle\langle a|+|b\rangle\langle b|=2c^2|g\rangle\langle g|+2d^2|u\rangle\langle u|$, the cross terms cancelling. In the normalized singlet the configuration $uu$ has weight $d^4/(c^4+d^4)$ and places two electrons in $u$, so the occupation is $2d^4/(c^4+d^4)=(1-s)^2/(1+s^2)$. $\square$

The number $y$ is the diradical character used as a multireference diagnostic. It is fixed by the same overlap as the denominator, so for two electrons $\sigma_{\rm BS}$, $D$, the natural occupations and $y$ carry one piece of information. At $y=0$ the projected singlet is a single closed-shell determinant, and at $y=1$ it has two configurations of equal weight. Statement (c) bounds the singlet energy only. $J_{\rm Y}=(E_{\rm AP}-E_{\rm HS})/2$ is a difference of two upper bounds, and with $J_{\rm FCI}=(E_S^{\rm FCI}-E_T^{\rm FCI})/2$ its error splits identically into three non-negative brackets:
\begin{equation}
2(J_{\rm Y}-J_{\rm FCI})=\bigl(E_{\rm AP}-E_S[ab]\bigr)+\bigl(E_S[ab]-E_S^{\rm FCI}\bigr)-\bigl(E_{\rm HS}-E_T^{\rm FCI}\bigr).
\label{eq:split}
\end{equation}
The first measures the failure of A3 and the third the correlation missing from the triplet determinant. The second is the distance of the projected singlet from the exact one. It contains both the energy lost because $a$ and $b$ were optimized before projection and the correlation that no singlet built from two orbitals can describe. In the Hubbard dimer below the first part is the whole bracket, since a projected singlet with the overlap $s$ chosen after projection is the exact state.

\section{The Hubbard dimer}

Two sites with one orbital each hold two electrons, with hopping matrix element $-t$ ($t>0$) and on-site repulsion $U>0$. The first and third brackets of \eqref{eq:split} vanish in this two-orbital model, which isolates the second.

\paragraph{Proposition 2.} The exact coupling is $J=U/4-\tfrac12\sqrt{U^2/4+4t^2}$. For $U>2t$, $s=2t/U$ and $J_{\rm Y}=-2t^2U/(U^2+4t^2)$. For $U\le2t$, $s=1$ and $J_{\rm Y}=J_{\rm strong}=U/4-t$. Always $J_{\rm Y}\ge J$, and for $q=t/U<\tfrac14$
\begin{equation}
J_{\rm Y}-J=32\,\frac{t^6}{U^5}+O(Uq^8),\qquad J_{\rm weak}-J=-8\,\frac{t^4}{U^3}+O(Uq^6).
\label{eq:hubseries}
\end{equation}

\emph{Proof.} Let $|mn\rangle$ place the $\alpha$ electron on site $m$ and the $\beta$ electron on site $n$. Hopping sends both $|12\rangle$ and $|21\rangle$ to $-t(|11\rangle+|22\rangle)$. The triplet $(|12\rangle-|21\rangle)/\sqrt2$ is therefore annihilated by $\hat H$, and $E_{\rm HS}=0$. The covalent singlet $(|12\rangle+|21\rangle)/\sqrt2$ is sent to $-2t$ times the ionic singlet $(|11\rangle+|22\rangle)/\sqrt2$, which has diagonal energy $U$. The secular equation $E(E-U)=4t^2$ has the lower root $E_S=U/2-\sqrt{U^2/4+4t^2}$, and $J=E_S/2$.

For the determinant, complex phases of the site amplitudes can only raise the hopping energy and do not affect the repulsion, so take $a=(\cos\theta_a,\sin\theta_a)$, $b=(\cos\theta_b,\sin\theta_b)$ and set $A=2\theta_a$, $B=2\theta_b$. The hopping energy of an orbital is $-2t\cos\theta\sin\theta=-t\sin2\theta$. The probability of double occupancy is $\cos^2\theta_a\cos^2\theta_b+\sin^2\theta_a\sin^2\theta_b=\tfrac12(1+\cos A\cos B)$, by the half-angle formulas. Since $(\cos A+\cos B)^2\ge0$ implies $\cos A\cos B\ge-\tfrac12(\cos^2A+\cos^2B)$,
\begin{align}
E&=-t(\sin A+\sin B)+\tfrac U2(1+\cos A\cos B)\nonumber\\
&\ge\Bigl(-t\sin A+\tfrac U4\sin^2A\Bigr)+\Bigl(-t\sin B+\tfrac U4\sin^2B\Bigr),
\end{align}
with equality for $\cos B=-\cos A$. Each bracket is smallest at $\sin A=\sin B=\min(1,2t/U)$, which is compatible with equality through $B=\pi-A$, that is $b=(\sin\theta_a,\cos\theta_a)$. The overlap is $s=2\sin\theta_a\cos\theta_a=\sin A$, and $E_{\rm BS}=-2ts+Us^2/2$. For $U>2t$ this is $-4t^2/U+2t^2/U=-2t^2/U$, and division by $D=1+4t^2/U^2$ gives $J_{\rm Y}$. For $U\le2t$, $E_{\rm BS}=-2t+U/2$ and $D=2$. The inequality is Proposition 1(c) with $E_{\rm HS}$ exact. For the series use $\sqrt{1+z}=1+z/2-z^2/8+z^3/16-\dots$ with $z=16q^2<1$, and the geometric series:
\begin{align}
J/U&=\tfrac14\bigl(1-\sqrt{1+16q^2}\bigr)=-2q^2+8q^4-64q^6+\dots,\\
J_{\rm Y}/U&=-2q^2/(1+4q^2)=-2q^2+8q^4-32q^6+\dots,\\
J_{\rm weak}/U&=-2q^2 .
\end{align}
Subtraction gives \eqref{eq:hubseries}. $\square$

The extra order of accuracy of $J_{\rm Y}$ in this model has a variational origin. The product $a(1)b(2)$ has covalent singlet amplitude $(\cos^2\theta_a+\sin^2\theta_a)/\sqrt2=1/\sqrt2$ and ionic amplitude $\sqrt2\cos\theta_a\sin\theta_a=s/\sqrt2$, so the projected singlet has the ionic-to-covalent ratio $s=2q$. The exact ratio, from the covalent row of the eigenvalue equation, is $-E_S/(2t)=-J/t=2q-8q^3+\dots$. The ratio is off by $8q^3$, the energy, being stationary at the exact state, is in error by the square of the amplitude error times the gap, which is $U$ to leading order, and $64q^6U$ in $E_S$ is $32q^6U$ in $J$. At the other end, $J=U/4-t-U^2/(32t)+\dots$ for $U\ll t$, so $J_{\rm Y}$ is correct through first order in $U$ while $J_{\rm weak}$ is twice $J_{\rm Y}$.

For $t=0.1$ aJ the program minimizes over both angles numerically and diagonalizes the Hamiltonian (energies in aJ):
\begin{center}
\begin{tabular}{cccccc}
$U$ & $s$ & $J_{\rm weak}$ & $J_{\rm Y}$ & $J_{\rm strong}$ & $J$\\
0.1 & 1.00 & $-0.15000$ & $-0.07500$ & $-0.07500$ & $-0.07808$\\
0.4 & 0.50 & $-0.05000$ & $-0.04000$ & $-0.02500$ & $-0.04142$\\
0.8 & 0.25 & $-0.02500$ & $-0.02353$ & $-0.01250$ & $-0.02361$\\
2.0 & 0.10 & $-0.01000$ & $-0.00990$ & $-0.00500$ & $-0.00990$
\end{tabular}
\end{center}
At $U=0.4$ aJ, $s=0.2/0.4=0.5$, $E_{\rm BS}=-2\times0.01/0.4=-0.05$ aJ, $D=2-0.75=1.25$, and $J_{\rm Y}=-0.04$ aJ. Relative to $|J|=0.04142$ aJ, the magnitude of $J_{\rm Y}$ is $3.4\%$ too small, that of $J_{\rm weak}$ $21\%$ too large and that of $J_{\rm strong}$ $40\%$ too small.

\section{Worked example: stretched H$_2$}

The hydrogen molecule is treated by unrestricted Hartree--Fock theory (UHF) and by full configuration interaction (FCI) in the same basis. In the minimal STO-3G basis Proposition 1(b) predicts equality, and the program finds $E_{\rm AP}=E_S[ab]=-4.331168$ aJ at $150$ pm and $-4.135595$ aJ at $200$ pm, with $E_S[ab]$ obtained by explicit symmetrization of $a(1)b(2)$.

In the cc-pVDZ basis at $150$ pm, $E_{\rm BS}=-4.452948$ aJ and $E_{\rm HS}=-4.189757$ aJ, so $\Delta E=-0.26319$ aJ. The overlap is $s=0.6461$, the natural occupations are $1.6461$ and $0.3539$, and $y=0.3539^2/1.4175=0.088$. The triplet weight is $w=0.29126$, so $\sigma_{\rm BS}=0.5825$, $D=1.41748$, $\alpha=2/1.41748=1.41095$ and $\beta=0.41095$. Lemma 2 can be followed with the component energies $E_S[ab]=-4.569913$ aJ and $E_T[ab]=-4.168329$ aJ:
\begin{equation}
0.70874\times(-4.569913)+0.29126\times(-4.168329)=-3.23888-1.21407=-4.45295\ \text{aJ}.
\end{equation}
The projected energy, in the form $E_{\rm AP}=E_{\rm BS}+\beta\,\Delta E$, is $-4.45295-0.41095\times0.26319=-4.56111$ aJ. The triplet component lies $0.021428$ aJ above the optimized triplet, so A3 fails, and \eqref{eq:resid} gives $0.41095\times0.021428=0.008806$ aJ for $E_{\rm AP}-E_S[ab]$, as computed. The couplings are
\begin{align}
J_{\rm weak}&=-0.26319\ \text{aJ}=-13\,249\ \text{cm}^{-1},\nonumber\\
J_{\rm Y}&=-0.26319/1.41748=-0.18568\ \text{aJ}=-9347\ \text{cm}^{-1},\nonumber\\
J_{\rm strong}&=-0.26319/2=-0.13160\ \text{aJ}=-6625\ \text{cm}^{-1},\nonumber\\
J_{\rm FCI}&=\tfrac12(-4.628021+4.194726)=-0.21665\ \text{aJ}=-10\,906\ \text{cm}^{-1},\nonumber
\end{align}
with $1$ aJ $=50\,341.17$ cm$^{-1}$. These digits belong to the cc-pVDZ basis and are not converged values for the molecule: in aug-cc-pVTZ, $J_{\rm FCI}=-0.2239$ aJ, about $3\%$ larger in magnitude. The three brackets of \eqref{eq:split} are $0.00881$, $-4.569913+4.628021=0.05811$ and $-4.189757+4.194726=0.00497$ aJ. Their signed sum is $0.06195$ aJ, twice $J_{\rm Y}-J_{\rm FCI}=0.03097$ aJ. At this geometry the failure of the two-state assumption accounts for about one seventh of the net error, and an exact projection onto the singlet would leave most of it, because the second bracket is about twelve times the third in this basis (about eight times in aug-cc-pVTZ). How much of that bracket comes from the orbitals having been optimized before projection, and how much is correlation beyond two orbitals, is not separated here.

Along the curve, with errors defined as $J/J_{\rm FCI}-1$ in per cent, so that a negative entry means a magnitude too small:
\begin{center}
\begin{tabular}{ccccrrr}
$R$/pm & $s$ & $y$ & $J_{\rm FCI}$/aJ & weak & Y & strong\\
100 & 1.000 & 0.000 & $-0.5739$ & $+72.1$ & $-14.0$ & $-14.0$\\
150 & 0.646 & 0.088 & $-0.2166$ & $+21.5$ & $-14.3$ & $-39.3$\\
200 & 0.309 & 0.435 & $-0.0635$ & $+0.3$ & $-8.5$ & $-49.9$\\
250 & 0.149 & 0.708 & $-0.0154$ & $-4.3$ & $-6.3$ & $-52.1$\\
300 & 0.072 & 0.858 & $-0.0034$ & $-4.2$ & $-4.7$ & $-52.1$
\end{tabular}
\end{center}
At $100$ pm the lowest determinant has $a=b$, $J_{\rm Y}$ coincides with $J_{\rm strong}$, the first bracket of \eqref{eq:split} is zero, and the $14\%$ error is entirely the difference in correlation energy between singlet and triplet. There $J$ is only a name for half the singlet--triplet interval: with $a=b$ the determinant has no spin density on either atom, and $y=0$. At $300$ pm, $J_{\rm Y}=-0.003220$ aJ differs from $J_{\rm weak}=-0.003237$ aJ by about $0.5\%$ of $|J_{\rm weak}|$, as $D=2-0.9949=1.0051$ requires. Over the five geometries the largest errors in magnitude are $72.1\%$, $14.3\%$ and $52.1\%$ for the weak, Yamaguchi and strong formulas, and the program tests that the Yamaguchi value is the smallest of the three.

The table also shows that $J_{\rm Y}$ is not the best of the three at every point. At $200$, $250$ and $300$ pm, $J_{\rm weak}$ is closer to FCI. In this basis, at $250$ and $300$ pm the FCI value lies outside the interval from $J_{\rm weak}$ to $J_{\rm strong}$, so no admissible denominator reproduces it and the remaining error there is in $\Delta E$. The agreement of $J_{\rm weak}$ to $0.3\%$ at $200$ pm is a cancellation of two factors. Because $J_{\rm weak}=D\,J_{\rm Y}$, its ratio to FCI is $D$ times that of $J_{\rm Y}$, here $(2-0.9042)\times(1-0.085)=1.003$: a denominator too small by a factor $1.096$ offsets a projected gap too small by $8.5\%$, and in cc-pVDZ the error of $J_{\rm weak}$ passes through zero between $200$ and $250$ pm. The position of this zero and the size of the errors depend on the basis. In aug-cc-pVTZ, at $150$, $200$, $250$ and $300$ pm, $J_{\rm FCI}$ is $-0.2239$, $-0.0678$, $-0.0169$ and $-0.0038$ aJ, the errors of $J_{\rm weak}$ are $+17.6$, $-6.2$, $-12.1$ and $-12.5\%$, and those of $J_{\rm Y}$ are $-17.4$, $-14.5$, $-14.1$ and $-13.0\%$. There the zero lies between $150$ and $200$ pm, the FCI value is outside the interval already at $200$ pm, and the error of $J_{\rm Y}$ falls only slowly with distance. At all five geometries $J_{\rm Y}>J_{\rm FCI}$, which by \eqref{eq:split} means that the first two brackets together exceed the third. In cc-pVDZ the three brackets are $0.00343$, $0.00861$ and $0.00126$ aJ at $200$ pm and $0.00012$, $0.00029$ and $0.00010$ aJ at $300$ pm. The second remains the largest, but its ratio to the third falls to about three at $300$ pm, and the share of the first in the net error rises from one seventh at $150$ pm to about a third.

\section*{Computed values}
\begin{verbatim}
1 hartree = 4.359745 aJ; 1 aJ = 50341.17 cm^-1
Neel weights SA=SB=1, S=0,1,2: 0.3333 0.5000 0.1667
biquadratic: J=-0.01 aJ, j=0.002 aJ, J_Y=-0.0095 aJ
  (E0-E2)/6=-0.0090 aJ, (E0-E1)/2=-0.0070 aJ
SA=3/2, SB=1 in 5 orbitals: sig_HS=8.7500
  s=(0,0): sig_BS=2.7500 D=6.0000 w(1/2,3/2,5/2)=0.5000 0.4000 0.1000
  s=(0.6,0.3): sig_BS=2.3000 D=6.4500 w(1/2,3/2,5/2)=0.5804 0.3614 0.0582
  s=(1,0.3): sig_BS=1.6600 D=7.0900 w(1/2,3/2,5/2)=0.6967 0.3033 0.0000
  s=(1,1): sig_BS=0.7500 D=8.0000 w(1/2,3/2,5/2)=1.0000 0.0000 0.0000
Hubbard t=0.1 aJ; columns U, s, sig_BS, E_BS, J_weak, J_Y, J_strong, J_exact (aJ)
  0.1 1.0000 0.0000 -0.15000 -0.15000 -0.07500 -0.07500 -0.07808
  0.4 0.5000 0.7500 -0.05000 -0.05000 -0.04000 -0.02500 -0.04142
  0.8 0.2500 0.9375 -0.02500 -0.02500 -0.02353 -0.01250 -0.02361
  2.0 0.1000 0.9900 -0.01000 -0.01000 -0.00990 -0.00500 -0.00990
leading errors / U, q=t/U: J_Y: 32*q**6, J_weak: -8*q**4
H2 STO-3G 150 pm: sig_BS=0.6949 E_AP=-4.331168 E_S[ab]=-4.331168 aJ
H2 STO-3G 200 pm: sig_BS=0.9459 E_AP=-4.135595 E_S[ab]=-4.135595 aJ
H2 cc-pVDZ; columns R(pm), s, sig_BS, y, J_weak, J_Y, J_strong, J_FCI (aJ)
  100 1.0000 0.0000 0.0000 -0.987612 -0.493806 -0.493806 -0.573880
  150 0.6461 0.5825 0.0883 -0.263192 -0.185675 -0.131596 -0.216648
  200 0.3095 0.9042 0.4352 -0.063659 -0.058095 -0.031830 -0.063486
  250 0.1493 0.9777 0.7078 -0.014779 -0.014457 -0.007390 -0.015435
  300 0.0716 0.9949 0.8576 -0.003237 -0.003220 -0.001618 -0.003378
relative errors against FCI (%): R(pm), weak, Y, strong
  100 +72.1 -14.0 -14.0
  150 +21.5 -14.3 -39.3
  200 +0.3 -8.5 -49.9
  250 -4.3 -6.3 -52.1
  300 -4.2 -4.7 -52.1
worst |error| (%): weak, Y, strong = 72.1 14.3 52.1
150 pm: E_BS=-4.452948 E_HS=-4.189757 dE=-0.263192 aJ
  w=0.29126 D=1.41748 alpha=1.41095 beta=0.41095
  natural occupations 1.6461 0.3539
  E_AP=-4.561108 E_S[ab]=-4.569913 E_T[ab]=-4.168329 aJ
  E_AP-E_S[ab]=0.008806 E_T[ab]-E_HS=0.021428 aJ
  FCI: E_S=-4.628021 E_T=-4.194726 aJ
  J weak, Y, strong, FCI = -13249 -9347 -6625 -10906 cm^-1
N..N UHF/6-31G 600 pm: sig_atom=3.75459 sig_HS=12.00919 sig_BS=3.00919 D=9.00000
\end{verbatim}
